# Landé Factor and Effective Magnetic Moment of Cerium(III)

**Question**

I work with tris(isopropylcyclopentadienyl)cerium, a molecular precursor for cerium oxide films, and I want to use its magnetic moment as a purity check. The metal should be Ce(III), with one 4f electron and total angular momentum \(J=5/2\). I am supposed to show that the Landé factor is \(6/7\) and that the magnetic moment is 2.54 Bohr magnetons, but I keep getting other numbers.

With the moment operator \(\mathbf L+2\mathbf S\), the state of largest \(J_z\) gives me \(15/7=2.14\). If I square the operator and average it in the \(J=5/2\) level, I get 7, so the moment would be \(\sqrt7=2.65\). Neither is 2.54. Which quantity does the quoted number refer to, and what is wrong with squaring the operator? Also, if a tenth of my cerium has oxidized to Ce(IV), would I see it at 300 K, or could something else lower the moment by as much?

**Answer**

Your two numbers are correct values of two other quantities. The quoted moment is defined through the temperature dependence of the susceptibility:

\[
\chi=\frac{N_A\mu_0\,\mu_{\rm eff}^2}{3kT}. \tag{1}
\]

Here \(\chi\) is the molar susceptibility, \(N_A\) the Avogadro constant and \(\mu_0\) the vacuum permeability. We need the response of a thermal population of ions to a weak field. I first treat a free ion whose \(J=5/2\) level is well isolated, then ask what happens in your compound. Angular momenta are in units of \(\hbar\).

**The lowest level**

One f electron has \(L=3\) and \(S=1/2\), so \(J\) can be \(5/2\) or \(7/2\). The spin-orbit energy is \(H=\zeta\,\mathbf L\cdot\mathbf S\), with \(\zeta>0\) for a single electron in the attractive potential of an atom. Squaring \(\mathbf J=\mathbf L+\mathbf S\) gives

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right].
\]

The two values are

\[
J=\tfrac52:\ \tfrac12\left(\tfrac{35}{4}-12-\tfrac34\right)=-2,
\qquad
J=\tfrac72:\ \tfrac12\left(\tfrac{63}{4}-12-\tfrac34\right)=\tfrac32 .
\]

Thus \(J=5/2\), with six states, lies below \(J=7/2\), with eight, by \(\Delta=7\zeta/2\). I take the rough value \(\Delta=280\) meV, which means \(\zeta=80\) meV and level energies of \(-160\) and \(+120\) meV. At 300 K, \(kT=25.85\) meV, and the fraction of ions in the upper level is about \(3\times10^{-5}\).

**Why the moment follows J, and with what factor**

With orbital factor 1 and spin factor 2, the magnetic moment is \(\boldsymbol\mu=-\mu_B\mathbf M\), where

\[
\mathbf M=\mathbf L+2\mathbf S=\mathbf J+\mathbf S .
\]

The minus sign comes from the electron's negative charge. The term that needs work is \(\mathbf S\), which is not parallel to \(\mathbf J\) as an operator. Within one \(J\) level, however, its matrix elements are proportional to those of \(\mathbf J\). Here is the reason.

Let \(P\) project on the level and let \(\mathbf V=P\mathbf SP\). Since \(\mathbf J\) commutes with \(P\), \(\mathbf V\) keeps the commutators of a vector, \([J_x,V_y]=iV_z\) and its cyclic forms. With \(V_+=V_x+iV_y\), these give

\[
[J_z,V_+]=V_+,\qquad [J_+,V_+]=0,\qquad [V_+,J_-]=2V_z .
\]

The first relation says that \(V_+\) raises \(m\) by one, as \(J_+\) does. Taking the second between \(m\) and \(m+2\) gives

\[
\frac{\langle m+2|V_+|m+1\rangle}{\langle m+2|J_+|m+1\rangle}
=\frac{\langle m+1|V_+|m\rangle}{\langle m+1|J_+|m\rangle}.
\]

The ratio is therefore one number \(c\) for the whole level, and \(V_+=cJ_+\). The third relation then gives \(V_z=\tfrac12c[J_+,J_-]=cJ_z\). Because \(V_z\) is Hermitian, \(c\) is real, and all components obey \(\mathbf V=c\mathbf J\).

To find \(c\), take the scalar product with \(\mathbf J\):

\[
c=\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)} .
\]

From \(\mathbf L=\mathbf J-\mathbf S\) we have \(\mathbf L^2=\mathbf J^2+\mathbf S^2-2\,\mathbf S\cdot\mathbf J\), hence

\[
\langle\mathbf S\cdot\mathbf J\rangle
=\tfrac12\left(\tfrac{35}{4}+\tfrac34-12\right)=-\tfrac54,
\qquad
c=\frac{-5/4}{35/4}=-\frac17 .
\]

The projected moment operator is therefore

\[
P\mathbf MP=g\,\mathbf J,\qquad g=1-\frac17=\frac67 . \tag{2}
\]

The factor is below one because the spin points, on average, against \(\mathbf J\). The orbital part dominates the moment and the spin takes some of it away.

Your first number confirms this. Write the top state as \(a|3,\downarrow\rangle+b'|2,\uparrow\rangle\), where the number is \(m_L\). The raising operator \(J_+\) must annihilate it. Since \(S_+|3,\downarrow\rangle=|3,\uparrow\rangle\) and \(L_+|2,\uparrow\rangle=\sqrt6\,|3,\uparrow\rangle\), we need \(a+\sqrt6\,b'=0\), so

\[
|\tfrac52,\tfrac52\rangle=\sqrt{\tfrac67}\,|3,\downarrow\rangle-\sqrt{\tfrac17}\,|2,\uparrow\rangle .
\]

The two parts have \(M_z=3-1=2\) and \(M_z=2+1=3\). Their weighted mean is \(\tfrac67\cdot2+\tfrac17\cdot3=\tfrac{15}{7}\), which equals \(g\cdot\tfrac52\). This is the largest moment component along a field, the value approached when the field is strong enough, and the temperature low enough, to align the isolated level.

**From the Landé factor to 2.54**

In a field \(B\) along \(z\), the six states have energies \(g\mu_BBm\) and moments \(-g\mu_Bm\). With \(x=g\mu_BB/kT\), the thermal mean moment is

\[
\langle\mu_z\rangle=-g\mu_B\,\frac{\sum_m m\,e^{-xm}}{\sum_m e^{-xm}} .
\]

For a weak field, \(x\ll1\), replace \(e^{-xm}\) by \(1-xm\). The sum \(\sum_m m\) vanishes, so the numerator sum becomes \(-x\sum_m m^2\) and the denominator becomes 6. The two minus signs cancel, and the moment points along the field:

\[
\langle\mu_z\rangle=g\mu_B\,x\,\frac{\sum_m m^2}{6},
\qquad
\sum_m m^2=2\left(\tfrac14+\tfrac94+\tfrac{25}{4}\right)=\tfrac{35}{2}.
\]

The mean of \(m^2\) is thus \(35/12=J(J+1)/3\), as it must be when three equivalent components share \(\mathbf J^2\). Inserting \(x\),

\[
\langle\mu_z\rangle=\frac{g^2J(J+1)\,\mu_B^2B}{3kT}.
\]

For a weakly magnetic sample, \(\chi=N_A\mu_0\langle\mu_z\rangle/B\). Comparison with (1) gives

\[
\mu_{\rm eff}=g\sqrt{J(J+1)}\,\mu_B,
\qquad
\frac{\mu_{\rm eff}^2}{\mu_B^2}=\frac{36}{49}\cdot\frac{35}{4}=\frac{45}{7}=6.4286 .
\]

The square root is \(2.5355\), so \(\mu_{\rm eff}=2.54\,\mu_B\). Using the measured electron factor \(g_s\) instead of 2 changes (2) to \(g=1-(g_s-1)/7=0.8568\) and the moment to \(2.5345\,\mu_B\), which rounds to 2.53. The value 2.54 belongs to the convention \(g_s=2\).

**What goes wrong when you square the operator**

Your average is right:

\[
\langle\mathbf M^2\rangle=\langle\mathbf L^2+4\mathbf S^2+4\,\mathbf L\cdot\mathbf S\rangle=12+3-8=7 .
\]

But \(\mathbf M\) applied to a \(J=5/2\) state also produces a \(J=7/2\) part, and the square counts it. The projected operator has the square \(g^2J(J+1)=45/7\). The difference, \(7-45/7=4/7\), is the strength connecting the two levels.

That strength does not produce a \(1/T\) response when \(kT\ll\Delta\). The field must pull the upper level into the lower one, at an energy cost \(\Delta\). By symmetry, each of the three components carries a third of the strength, \(4/21\) on average over the six states. Second-order perturbation theory gives the mean energy shift and the moment that follows from it:

\[
\overline{\delta E}=-\frac{4}{21}\frac{\mu_B^2B^2}{\Delta},
\qquad
-\frac{\partial\,\overline{\delta E}}{\partial B}=\frac{8}{21}\frac{\mu_B^2B}{\Delta}.
\]

This response does not depend on temperature. If it is nevertheless read through (1), it is multiplied by \(3kT/(\mu_B^2B)\), so

\[
\frac{\mu_{\rm eff}^2}{\mu_B^2}=\frac{45}{7}+\frac87\,\frac{kT}{\Delta}
\qquad(\text{upper level unpopulated}). \tag{3}
\]

At 300 K the extra term is \(\tfrac87\cdot25.85/280=0.106\). The moment rises to \(2.556\,\mu_B\), 0.8 % above the isolated-level value.

The opposite limit shows when squaring does work. If \(\zeta\to0\), all 14 states are degenerate, and the weak-field expansion above runs over all of them. Then \(\mu_{\rm eff}^2/\mu_B^2\) is the mean of \(\mathbf M^2\) over the 14 states. The term \(4\,\mathbf L\cdot\mathbf S\) averages to zero, which leaves \(12+3=15\) and a moment of \(3.87\,\mu_B\). Squaring the full operator is therefore justified when the states it connects are degenerate on the scale of \(kT\). For Ce(III) at room temperature they are not.

**What the ligands do to the level**

In a molecule, the ligand field splits the six states. As a simple model, take an axial field

\[
V=b\,(3L_z^2-\mathbf L^2),\qquad |b|=2\ \text{meV}.
\]

The splitting follows from results we already have. In a state \(m\) of the lower level, \(\langle S_z\rangle=-m/7\), so the spin-down weight is \(\tfrac12+\tfrac m7\). That part has \(m_L=m+\tfrac12\); the spin-up part has \(m_L=m-\tfrac12\). Since \(3m_L^2-12\) is \(15,0,-9,-12\) for \(m_L=3,2,1,0\), the energies to first order in \(b\) are

\[
E_{\pm5/2}=\tfrac{90}{7}b,\qquad
E_{\pm3/2}=-\tfrac{18}{7}b,\qquad
E_{\pm1/2}=-\tfrac{72}{7}b .
\]

The total splitting is \(162|b|/7=46\) meV, larger than \(kT\) at 300 K. One might expect the moment to change a lot. Diagonalizing all 14 states gives, for a powder at 300 K, \(2.522\,\mu_B\) for \(b>0\) and \(2.512\,\mu_B\) for \(b<0\). Relative to the free-ion value 2.556, which also includes the upper level, these are drops of 1.3 % and 1.7 %.

Part of the reason is symmetry. A powder average depends on the sum of the responses along three axes, and this sum does not change if \(V\) is rotated. Its part linear in \(V\) can therefore be computed with \(V\) averaged over all orientations. The average of \(3L_z^2\) is \(\mathbf L^2\), so the averaged \(V\) is zero and the linear part vanishes. The leading change is quadratic in \(b\). Numerically at 300 K, doubling \(|b|\) from 0.05 to 0.10 meV multiplies the change in \(\mu_{\rm eff}^2\) by 4, within 0.2, for either sign.

At low temperature this protection is lost, because the lowest pair of states dominates. At 10 K the same model gives \(2.145\,\mu_B\) for \(b<0\) and \(1.950\,\mu_B\) for \(b>0\). Both can be understood from the projected operator \(g\mathbf J\). Within a pair of degenerate states, \(\mu_{\rm eff}^2/\mu_B^2\) is the sum over the three axes of the mean squared moment inside that pair.

- For \(b<0\), the lowest pair is \(m=\pm5/2\). The operators \(J_x\) and \(J_y\) change \(m\) by one and cannot connect its members, so the moment is \(15/7=2.14\,\mu_B\). Your first number reappears as an effective moment in this special case. The full result also contains upper pairs and mixing with \(J=7/2\), so the close agreement should not be taken as the accuracy of the pair formula.
- For \(b>0\), the lowest pair is \(m=\pm1/2\). Along \(z\) the moment is \(3/7\). Along \(x\) and \(y\) the matrix element of \(J\) has size \(3/2\), which gives \(9/7\). The sum of squares is \((9+81+81)/49=3.49\), or \(1.87\,\mu_B\).

The second case lies visibly below the full result, 1.950. The missing part is the response through the pair \(m=\pm3/2\), which lies \(54b/7=15.4\) meV higher. For each of \(x\) and \(y\), the squared matrix element is \(g^2\cdot2=72/49\), and second-order theory adds \(2kT(72/49)/15.4\) per axis. With \(kT=0.862\) meV, the two axes add 0.33. The sum 3.82 corresponds to \(1.95\,\mu_B\).

**Can you see ten per cent of oxidation?**

For the isolated level at 300 K, equation (1) gives \(\chi=3.367\times10^{-8}\) m³/mol, or \(2.680\times10^{-3}\) cm³/mol in the cgs convention common in chemistry. The product \(\chi T\) is 0.804 cm³ K/mol.

Ce(IV) has no 4f electron, and I treat it as nonmagnetic. If a fraction \(f\) of the cerium is oxidized, the susceptibility per mole of cerium falls by the factor \(1-f\), and the moment by its square root:

\[
\mu_{\rm eff}(f)=2.5355\,\sqrt{1-f}\;\mu_B,
\qquad
\mu_{\rm eff}(0.10)=2.405\,\mu_B .
\]

The drop is 5 % of the moment. Now compare it with the diamagnetism of the electrons in closed shells and bonds, which opposes the field and has been left out so far. A rule of thumb puts it at \(-\tfrac12M\times10^{-6}\) cm³/mol, with \(M\) the molar mass in g/mol. Your compound has \(M=461.6\) g/mol, so the estimate is \(-2.31\times10^{-4}\) cm³/mol, or 8.6 % of the cerium contribution. If you forget to correct for it, a pure sample would, on this rough estimate, appear to have

\[
2.5355\,\sqrt{1-0.086}=2.42\,\mu_B ,
\]

which you could mistake for almost 9 % oxidation. The rule is crude for a molecule with this much ligand: summing tabulated Pascal constants gives roughly \(-3.2\times10^{-4}\) cm³/mol, about 12 % of the cerium contribution and an apparent moment near \(2.38\,\mu_B\). The two estimates differ by about a third of the effect you are looking for. Subtract the negative diamagnetic term from the measured susceptibility, which raises it, before you calculate a moment. A measured value for a nonmagnetic compound with the same ligands would be better than the rule of thumb.

After that correction, whether you can recognize ten per cent of oxidation at 300 K depends on the ligand field. With \(|b|=2\) meV, the field lowers \(\mu_{\rm eff}^2\) to 1 to 2 % below \(45/7\), with the upper level included, so ten per cent of oxidation would stand out. With \(|b|=5\) meV, a total splitting of about 115 meV, the same model gives 8 % for \(b>0\) and 12 % for \(b<0\), which is about as much as the oxidation itself. One room-temperature moment is therefore a purity check only if you know the ligand-field levels and their states well enough to calculate this effect, or can compare with a sample of known purity.

The strength of the applied magnetic field matters little at 300 K. At 1 T, the isolated level falls below the linear law by about two parts in a million. At 2 K and the same field, the shortfall of the isolated level is 4.8 %. Ligand-field splitting can change this figure, so a low-temperature measurement needs a weaker field or the full Boltzmann sum over the split levels.

For your real precursor, the spin-orbit gap used here is a rough typical size for Ce(III), while the axial field is a chosen model and is not fitted to the molecule. The value \(|b|=2\) meV is probably on the weak side for three cyclopentadienyl rings, and in this model \(b=+5.8\) meV or \(b=-4.4\) meV already lowers \(\mu_{\rm eff}^2\) at 300 K by ten per cent, so the small shifts found for 2 meV should not be assumed for your compound. The assumption the molecule breaks most clearly is that of a free ion: its ligands split the level, and they may also share electron density with the metal. With \(|b|=2\) meV, the splitting moves the moment by under 2 % at 300 K, but at 10 K it brings it down to 1.950 or 2.145 \(\mu_B\), depending on the sign of \(b\). A stronger field, further terms in its angular shape, covalency, or magnetic coupling between neighbouring ions could change these figures. A low moment at 10 K is therefore no evidence of oxidation by itself.

## Numbers as computed

```
temperature: 300 K
magnetic field: 1.0 T
thermal energy kT: 25.85 meV
spin-orbit gap (rough input): 280 meV
spin-orbit constant zeta: 80.0 meV
energy of J=5/2: -160.0 meV
energy of J=7/2: 120.0 meV
mean S.J in J=5/2: -1.2500 (hbar^2)
Lande factor g: 0.857143 (no unit)
largest moment component gJ: 2.1429 mu_B
mu_eff squared: 6.4286 mu_B^2
mu_eff: 2.5355 mu_B
mean square of L+2S in J=5/2: 7.0000 mu_B^2
mu_eff without spin-orbit coupling: 3.8730 mu_B
chi of Ce(III) at 300 K: 2.680e-03 cm3/mol
chi*T of Ce(III): 0.8039 cm3 K/mol
chi of Ce(III) at 300 K, SI: 3.367e-08 m3/mol
oxidized fraction (input): 10 %
mu_eff per Ce after oxidation: 2.405 mu_B
-- neglected effects --
mu_eff with J=7/2 included, 300 K: 2.5563 mu_B
population of J=7/2 at 300 K: 2.64e-05 (fraction)
g with true electron g factor: 0.856812 (no unit)
mu_eff with true electron g factor: 2.5345 mu_B
crystal-field strength |b| (rough input): 2.0 meV
splitting of lowest six states, b>0: 45.9 meV
splitting of lowest six states, b<0: 46.6 meV
mu_eff in crystal field, b+, 300 K: 2.522 mu_B
mu_eff in crystal field, b+, 10 K: 1.950 mu_B
mu_eff in crystal field, b-, 300 K: 2.512 mu_B
mu_eff in crystal field, b-, 10 K: 2.145 mu_B
saturation loss at 1 T, 300 K: 2.3e-06 (fraction)
saturation loss at 1 T, 2 K: 4.8 %
molar mass of precursor: 461.6 g/mol
diamagnetic chi (rule of thumb): -2.31e-04 cm3/mol
diamagnetic share of Ce(III) chi: 8.6 %
mu_eff if diamagnetism is ignored: 2.424 mu_B
```
